# Size Dependence of Truncated VCI and Additivity of Vibrational Coupled Cluster, part 1

(Sections cited here and not found follow in the second part.)

### Definitions and conventions

The algebra is in atomic units and the numbers are in eV; the coordinates $q_m$ are dimensionless, so no lengths appear. The system consists of $N$ identical fragments that do not interact,
$$H=\sum_{A=1}^N H_A .$$
Unless stated otherwise a fragment is a pair of modes, and every mode belongs to exactly one fragment, so $H_A$ acts on the modes of $A$ alone. A method is called additive if it gives $E(N)=N\,E(1)$ here, and a transition energy is size-intensive if it does not depend on $N$.

Each mode $m$ carries $M$ orthonormal modals $\phi^m_0,\dots,\phi^m_{M-1}$, and "exact" means full VCI in this finite basis. The reference is the product $\Phi_0=\prod_m\phi^m_0$ from vibrational self-consistent field (VSCF) theory. The modals are eigenfunctions of the mean-field operator $F_m$, made of all terms of $H$ that contain mode $m$, averaged over $\phi_0$ of the other modes. The one-mode excitation operator is $\tau^m_a=|\phi^m_a\rangle\langle\phi^m_0|$ with $a\ge1$, and $\tau_\mu$ is a product of such operators on distinct modes, with $|\mu\rangle=\tau_\mu\Phi_0$. Operators on different modes commute. On the same mode, $\tau^m_a\tau^m_b=|\phi_a\rangle\langle\phi_0|\phi_b\rangle\langle\phi_0|=0$. Hence all $\tau_\mu$ commute with one another. The label $[n]$ means that at most $n$ modes are excited. VCI[n] diagonalizes $H$ in the span of $\Phi_0$ and these $|\mu\rangle$. Christiansen's VCC[n] takes $e^{T}\Phi_0$ with $T=\sum_\mu t_\mu\tau_\mu$ over the same $\mu$.

For one pair, $|0\rangle$ is its reference, $e_0=\langle0|H_A|0\rangle$, $Q=1-|0\rangle\langle0|$, and $E_1$ is its exact ground energy. The eigenpairs of $Q(H_A-e_0)Q$ in the $Q$ space are $\Delta_k,|k\rangle$, with $\Delta_1$ the lowest, assumed positive. Further,
$$v_k=\langle k|H_A|0\rangle,\qquad \sigma^2=\sum_k v_k^2,\qquad g(x)=\sum_k\frac{v_k^2}{\Delta_k+x},$$
with all quantities real. The correlation energy recovered by VCI[2] is written $x_N=Ne_0-E_{\rm VCI[2]}(N)\ge0$.

Additivity of the energy is not peculiar to the exponential ansatz. VSCF, full VCI, VMP2 and linearized coupled cluster also have additive energies. What is unique to the exponential is that, apart from the trivial $f=1$, it alone among wavefunctions $f(T)\Phi_0$ factorizes over fragments for every $T=\sum_AT_A$.

### The exact state and the reference

The $H_A$ act on different factors of a product space, so the exact ground state is $\prod_A\psi_A$ with $E=NE_1$. Let $c_0=\langle0|\psi_A\rangle$ and $S=c_0^{-2}-1$. Each pair is found outside its reference with probability $p=S/(1+S)$, independently of the others. The number of excited pairs is binomial with mean $Np$, and the weight of $\Phi_0$ is $(1+S)^{-N}$. A space with a fixed maximum excitation level therefore holds a vanishing part of the exact state as $N\to\infty$.

$F_m$ involves only modes of the same fragment, so the VSCF equations separate and $E_{\rm VSCF}=Ne_0$. For a single excitation $s=(m,a)$, the terms of $H$ without mode $m$ carry the factor $\langle\phi_a|\phi_0\rangle=0$, and the rest give $\langle\phi_a|F_m|\phi_0\rangle=0$ because $\phi_0$ is an eigenfunction of $F_m$. This is the Brillouin condition, $\langle s|H|\Phi_0\rangle=0$.

### VCI[2] reduces to one equation

The VCI[2] space contains $\Phi_0$, the intra-pair excitations $|k_A\rangle$ (singles and doubles of a pair span its whole $Q$ space), and cross doubles $|s_As'_B\rangle$ with $A\ne B$. A term $H_C$ changes pair $C$ only, so two configurations couple only if they agree on all pairs but one.

A cross double differs from $\Phi_0$ on two pairs, so that element is zero. It agrees with an intra-pair excitation on all pairs but one only when that excitation is $s_A$ (or $s'_B$), and the element is then $\langle0|H_B|s'\rangle=0$ by the Brillouin condition. The cross doubles form a separate block. Its eigenvalues are $Ne_0+\lambda+\lambda'$, where $\lambda,\lambda'$ are eigenvalues of $H_A-e_0$ among the singles; the singles are a subspace of $Q$, so $\lambda\ge\Delta_1$ and this block lies at $Ne_0+2\Delta_1$ or higher.

In the remaining block, $\langle k_A|H|l_B\rangle=\delta_{AB}\delta_{kl}(Ne_0+\Delta_k)$, since $k_A$ and $l_B$ differ on two pairs when $A\neq B$, and $\langle k_A|H|\Phi_0\rangle=v_k$. With coefficients $C_0$, $C_{kA}$ and $E=Ne_0-x$, the eigenvalue equations are
$$v_kC_0+(\Delta_k+x)\,C_{kA}=0,\qquad xC_0+\sum_{A,k}v_kC_{kA}=0 .$$
For $C_0\ne0$ the first gives $C_{kA}=-v_kC_0/(\Delta_k+x)$, and the second then becomes
$$x_N=N\,g(x_N).$$
For $x>-\Delta_1$ the left side rises and the right side does not, so there is one root in that range; it is positive, and it is the ground state. Every other root has $x\le-\Delta_1$. States with $C_0=0$ need $x=-\Delta_k$ and lie at $Ne_0+\Delta_k$.

For $N=1$ the space is complete, so $x_1=e_0-E_1$, and $S=\sum_kC_k^2/C_0^2=\sum_kv_k^2/(\Delta_k+x_1)^2=-g'(x_1)$. The exact correlation energy $Nx_1$ would follow if every pair had the denominator $\Delta_k+x_1$. VCI[2] gives each pair $\Delta_k+x_N$. Once pair $A$ is excited, the truncation forbids any other pair to correlate, so the configuration $k_A$ is measured from the uncorrelated energy $Ne_0$ while the ground state sinks below it by the correlation energy of the whole system.

### How large the zero-point error is

For small $N$, replace $g$ by its tangent at $x_1$: $g(x)\approx x_1-S(x-x_1)$. Then $x_N=Nx_1-NS(x_N-x_1)$, so $x_N(1+NS)=Nx_1(1+S)$, and subtracting from $Nx_1$,
$$Nx_1-x_N\approx Nx_1\frac{(1+NS)-(1+S)}{1+NS}=\frac{N(N-1)\,S\,x_1}{1+NS}.$$
The neglected curvature is of relative size $(N-1)x_1/\Delta$, with $\Delta$ a typical gap. When one $k$ dominates, $x_1\approx v^2/\Delta$ and $S\approx v^2/\Delta^2$, so $x_1/\Delta\approx S$ and the condition is $NS\ll1$. Because $g$ is convex it lies above its tangent; at the linearized root $Ng(x)-x\ge0$, and since this function decreases, the true root is larger. The formula thus overestimates the error.

For large $N$, $\Delta_k>0$ gives $g(x)\le\sigma^2/x$, hence the bound $x_N\le\sigma\sqrt N$. The identity $\frac1{\Delta+x}=\frac1x-\frac{\Delta}{x^2}+\frac{\Delta^2}{x^2(\Delta+x)}$ turns the secular equation, multiplied by $x$, into
$$x^2=N\sigma^2\Big[1-\frac{\bar\Delta}{x}+O\Big(\frac{\Delta^2}{x^2}\Big)\Big],\qquad \bar\Delta=\frac{\sum_kv_k^2\Delta_k}{\sigma^2}.$$
The square root is $x=\sigma\sqrt N\,[1-\bar\Delta/(2x)+\dots]$, and $\sigma\sqrt N/x=1+O(\Delta/x)$, so
$$x_N=\sigma\sqrt N-\tfrac12\bar\Delta+O(\Delta^2/x_N).$$
The recovered fraction $x_N/(Nx_1)$ falls as $N^{-1/2}$. When one $k$ dominates, the limiting forms $Nx_1$ and $\sigma\sqrt N$ cross at $N=\sigma^2/x_1^2\approx\Delta^2/v^2\approx1/S$. With several very different gaps, $1/S$ need not mark the crossover.

### Fundamentals drift much earlier

Suppose $H_A$ is even in one coordinate, $q_2$, and the lowest eigenvector $|1\rangle$ of $Q(H_A-e_0)Q$ is odd in it. The modals have definite parity and $|0\rangle$ is even, so $v_1=0$. The odd block of $H_A$ lies wholly inside $Q$, so $e_0+\Delta_1$ is an exact pair level and $\omega_{\rm exact}=e_0+\Delta_1-E_1=\Delta_1+x_1$. In the $N$-pair system the exact state with one pair in this level and the others in $\psi_B$ has the same excitation energy. In VCI[2] built on the ground-state reference, the $N$ states $|1_A\rangle$ have $C_0=0$ and stay at $Ne_0+\Delta_1$, while the ground state is at $Ne_0-x_N$. Therefore, without approximation,
$$\omega_{\rm VCI[2]}(N)=\Delta_1+x_N=\omega_{\rm exact}+x_N-x_1 .$$
The configurations that would correlate the spectators of the excited pair are triples $s_Ad_B$ (single on $A$, double on $B$) and, for the part of $|1_A\rangle$ that is itself a double, quadruples $d_Ad_B$ and triples $d_As_B$, the latter because $\psi_B$ also contains singles; all of these are absent. For $NS\ll1$ the error is about $(N-1)x_1$, larger than the zero-point error by a factor near $1/(NS)$. At large $N$ it grows as $\sqrt N$ only, and the zero-point error overtakes it.

### Any fixed excitation level

Since $\langle0|H_A-e_0|0\rangle=0$, one has $H_A-e_0=Q(H_A-e_0)Q+\sigma(|\hat v\rangle\langle0|+|0\rangle\langle\hat v|)$ with $|\hat v\rangle=\sum_kv_k|k\rangle/\sigma$. Summing over pairs,
$$H-Ne_0=\sum_AQ_A(H_A-e_0)Q_A+\sigma(B+B^\dagger),\qquad B=\sum_A|\hat v\rangle\langle0|_A .$$
The first sum is non-negative. $B$ raises the number $j$ of excited pairs by one. Decompose each pair space into $|0\rangle$, $|\hat v\rangle$ and an orthogonal remainder. $B$ does not act on a pair in the remainder. If $r$ pairs are there, the other $N-r$ behave as spins $\tfrac12$ with $j-r$ spins up, $J_z=\mu_z=(j-r)-(N-r)/2$, and $B=J_+$. The squared norm of $J_+|J,\mu_z\rangle$ is $(J-\mu_z)(J+\mu_z+1)$, largest for $J=(N-r)/2$, where it equals $(N-j)(j-r+1)$. This is largest at $r=0$, so the norm of $B$ from sector $j$ to $j+1$ is $\sqrt{(j+1)(N-j)}$.

A normalized VCI[n] state has at most $n$ excited pairs, $\psi=\sum_{j=0}^n\psi_j$. For $j\le n-1$ the norm is at most $\sqrt{nN}$, and
$$|\langle\psi|B+B^\dagger|\psi\rangle|\le2\sqrt{nN}\sum_{j=0}^{n-1}\|\psi_{j+1}\|\,\|\psi_j\|\le2\sqrt{nN}$$
by the Cauchy–Schwarz inequality. Hence $Ne_0-E_{\rm VCI[n]}\le2\sigma\sqrt{nN}$, against the exact $Nx_1$. No fixed $n$ is extensive, and recovering $Nx_1$ needs $n$ to grow in proportion to $N$.

The true prefactor is known in a two-level model, where each pair has one excited configuration (a double) with gap $\Delta$ and coupling $V$. Allowing up to $k$ excited pairs corresponds to VCI[2k]. In the symmetric states $|j\rangle$ the matrix of $H-Ne_0$ is tridiagonal, with diagonal $j\Delta$ and off-diagonal $V\sqrt{(j+1)(N-j)}$, $j=0,\dots,k-1$. Divided by $V\sqrt N$, it tends to the matrix with zero diagonal and off-diagonal $\sqrt{j+1}$. The eigenvalue equation of that matrix, $z\,u_j=\sqrt{j+1}\,u_{j+1}+\sqrt j\,u_{j-1}$ with $u_{k+1}=0$, is solved by $u_j={\rm He}_j(z)/\sqrt{j!}$, because $z{\rm He}_j={\rm He}_{j+1}+j{\rm He}_{j-1}$. The eigenvalues are the zeros of ${\rm He}_{k+1}$, symmetric about zero, so the recovered energy tends to $|V|\sqrt N$ times the largest zero: 1.0000, 1.7321 and 2.3344 for $k=1,2,3$. For $\Delta=0.7$ eV and $V=0.025$ eV the tridiagonal matrix at $N=10^{10}$ gives 0.9999, 1.7317 and 2.3339.

### Why VCC[n] is additive

The VCC equations are
$$r_\mu=\langle\mu|\bar H|\Phi_0\rangle=0,\qquad E=\langle\Phi_0|\bar H|\Phi_0\rangle,\qquad\bar H=e^{-T}He^{T}.$$
The fragments may now have any number of modes. Try $T=\sum_AT_A$, with all cross-fragment amplitudes zero. The $T_A$ commute, so $e^{T}=\prod_Be^{T_B}$. For $B\ne A$, $[H_A,T_B]=0$, so $e^{T_B}$ passes through $H_A$ and cancels $e^{-T_B}$:
$$\bar H=\sum_A\bar H_A,\qquad\bar H_A=e^{-T_A}H_Ae^{T_A}.$$
Write $|\mu\rangle=\prod_B|\mu_B\rangle$. Then
$$r_\mu=\sum_A\langle\mu_A|\bar H_A|0\rangle\prod_{B\ne A}\langle\mu_B|0\rangle .$$
If $\mu$ excites two or more fragments, every term contains at least one excited $B\neq A$ and vanishes, whatever the intra-fragment amplitudes are. If $\mu$ excites fragment $C$ alone, only $A=C$ survives and $r_\mu=\langle\mu_C|\bar H_C|0\rangle$. The intra-fragment excitations of level at most $n$ are exactly the VCC[n] manifold of the isolated fragment, so its amplitudes solve the equations, and $E=\sum_A\langle0|\bar H_A|0\rangle=NE_{\rm VCC[n]}(1)$. The argument uses neither the Brillouin condition nor exactness. It shows that an additive solution exists; the equations are nonlinear and may have others. The energy is not a variational bound.

For pairs, VCC[2] is also exact. With $T_A=T_a+T_b+T_{ab}$ (singles on modes $a$, $b$ and doubles), nilpotency leaves $T_A^2=2T_aT_b$ and $T_A^3=0$, so $e^{T_A}=1+T_a+T_b+(T_{ab}+T_aT_b)$. Any pair state with $c_0\ne0$ is reached by fixing the singles first and then $T_{ab}$.

Response excitation energies are eigenvalues of the Jacobian. Since $\tau_\nu$ commutes with $T$, $\partial\bar H/\partial t_\nu=-\tau_\nu\bar H+\bar H\tau_\nu$, and
$$\mathcal J_{\mu\nu}=\frac{\partial r_\mu}{\partial t_\nu}=\langle\mu|[\bar H,\tau_\nu]|\Phi_0\rangle .$$
For $\nu$ inside fragment $A$, $[\bar H_B,\tau_\nu]=0$ for $B\ne A$, so $[\bar H,\tau_\nu]\Phi_0=[\bar H_A,\tau_\nu]\Phi_0$ has no component on any $\mu$ that excites another fragment. The excitations of $A$ span an invariant subspace on which $\mathcal J$ is the fragment Jacobian, and its eigenvalues recur for every $N$. For a pair these are exact: all projections vanish, so $\bar H_A|0\rangle=E_1|0\rangle$ and $\mathcal J_{\mu\nu}=\langle\mu|\bar H_A|\nu\rangle-E_1\delta_{\mu\nu}$; $\bar H_A$ has the spectrum of $H_A$ and a first column $(E_1,0,\dots)$, so its $Q$ block carries the remaining eigenvalues. Nothing here makes combination states across two pairs exact in VCC[2].

For noninteracting fragments, VCI at any fixed excitation level recovers a vanishing fraction of the correlation energy as $N$ grows, whereas VCC[n] has an additive solution whose fragment excitation energies recur for every $N$. What remains is the sense in which the exponential is unique, a worked numerical example, the failure of additivity in delocalized coordinates, and the practical consequences.

Numbers in the example were calculated in double precision.
